Shot noise of electron–hole pairs in a depleted layer

Q: I am estimating the noise of a reverse-biased p-i-n photodiode. Pairs are created uniformly through the depleted layer. The electrons leave through one contact and the holes through the other, at different velocities. I therefore treat the electron and hole currents as two independent streams of pulses and add their noise powers. Is anything wrong with that?

A: The addition is wrong if each electron is born together with its hole. Let us start with the charge that one carrier sends through the external circuit. Take plane contacts at 0 and W, with lateral size much larger than W and a fixed voltage between them. Put a charge Q at x. By lateral translation symmetry, the total charge it induces on a plate is that of a uniform sheet with the same total charge, so let the sheet density be σ and the extra fields be E_L to its left and E_R to its right. Gauss's law and the fixed voltage give

ε(E_R − E_L) = σ
x E_L + (W − x) E_R = 0.

The second equation gives E_L = −(W − x)E_R/x. Inserting this in the first,

εE_R [x + (W − x)]/x = σ, so εE_R = σx/W.

The right plate carries surface charge −εE_R, hence total induced charge −Qx/W. Fixed dopant charge adds its own constant contribution and does not change this one.

Let the right plate be the n contact. An electron, charge −q, moves right by d, and the induced charge changes by +qd/W. A hole, charge +q, moves left by d, and the change is again +qd/W. Both carriers drive external current in the same direction. On arrival the carrier neutralizes its induced charge, and no further external charge flows.

Q: So neither carrier of a pair delivers a full q?

A: Not if the pair is born inside the layer. Let the electron cross a fraction u of the width. The hole crosses the rest:

Q_e = qu, Q_h = q(1 − u), Q_e + Q_h = q.

This assumes that both carriers reach their proper contacts without multiplication or capture.

Q: The mean current is then the same in my picture. If pairs are born at total rate R, uniform generation gives qR/2 from electrons and qR/2 from holes.

A: Yes, I = qR in both pictures, so a measurement of the mean current cannot tell them apart. The noise can. Assume that births form a Poisson process, and let K(τ) be the covariance of the current at two times separated by τ. I use the one-sided noise density

S(f) = 2 ∫ K(τ) exp(−iωτ) dτ, with ω = 2πf.

In a window of length T, much longer than the transit times, the collected charge has variance T∫K(τ)dτ = T S(0)/2. The same variance follows from counting. The number N of births has mean and variance RT, and each delivers an independent charge Q, so

variance = ⟨N⟩(⟨Q²⟩ − ⟨Q⟩²) + RT⟨Q⟩² = RT⟨Q²⟩.

Equating the two expressions gives

S(0) = 2R⟨Q²⟩.

For true pairs Q = q at every birth, so S(0) = 2q²R = 2qI. The birth position has dropped out, and the result holds for any generation profile.

Q: And for my two streams?

A: Each stream has rate R, and their variances add:

S_sep(0) = 2Rq²⟨u² + (1 − u)²⟩.

Since u² + (1 − u)² = 1 − 2u(1 − u), the factor relative to 2qI is

S_sep(0)/(2qI) = 1 − 2⟨u(1 − u)⟩.

For uniform u, ⟨u²⟩ = ∫₀¹u²du = 1/3 and ⟨(1 − u)²⟩ = 1/3. Your calculation gives 2/3. The missing third is the cross term,

2⟨u(1 − u)⟩ = 2(1/2 − 1/3) = 1/3.

It is positive because the two pulses of a pair have the same sign and occur in the same long window.

For other profiles u(1 − u) lies between 0 and 1/4, so your factor lies between 1/2, for pairs born at midplane, and 1, for pairs born at the contacts. In the latter limit one carrier delivers the whole charge and there is no partner pulse to correlate with.

Q: Could I keep the common birth time but call the two charges independent random numbers?

A: That is a different model, and it errs the other way. If the electron and hole positions are drawn separately, the cross term becomes 2⟨u⟩⟨1 − u⟩ = 1/2, and the factor is

2/3 + 1/2 = 7/6.

The charge per birth is no longer fixed at q. Its variance is q²(1/12 + 1/12) = q²/6, which is the excess over 1. The word "independent" therefore needs a definition: 2/3 belongs to two separate Poisson streams.

A simulation counted the charge in 60,000 windows, each 400 full-width electron transit times long, with 30 pairs per window on average and holes 1.7 times slower. It gave 1.003 for true pairs, 0.661 for separate streams and 1.161 for common times with unrelated positions. The sampling error is about 0.6 %. With a birth density proportional to exp(−3u), true pairs gave 0.998 and separate streams 0.701, against 0.708 from the formula.

Q: Surely the correlation fades at high frequency, where the two pulses can be told apart?

A: Let us calculate it for constant velocities. The full-width transit times are T_e = W/v_e and T_h = W/v_h; write a = ωT_e and b = ωT_h. The electron pulse has height q/T_e and duration uT_e. The hole pulse has height q/T_h and duration (1 − u)T_h. Their Fourier transforms, divided by q, are

P_e = [1 − exp(−iau)]/(ia)
P_h = [1 − exp(−ib(1 − u))]/(ib).

Different births are uncorrelated, so K(τ) is R times the mean overlap of one birth's current with itself shifted by τ. Its transform is the squared modulus of the pulse transform:

S/(2qI) = ⟨|P_e + P_h|²⟩ = ⟨|P_e|²⟩ + ⟨|P_h|²⟩ + 2Re⟨P_e P_h*⟩.

For the electron, |P_e|² = 2[1 − cos(au)]/a². The average of cos(au) over uniform u is sin a/a, so

⟨|P_e|²⟩ = A(a), with A(z) = 2(1 − sin z/z)/z².

The hole term is A(b), because 1 − u is also uniform. In the cross term the denominator is (ia)(−ib) = ab, and

2Re(P_e P_h*) = (2/ab)[1 − cos(au) − cos(b(1 − u)) + cos(b − (a + b)u)].

The last cosine integrates to [sin b − sin(−a)]/(a + b). The averaged cross term is therefore

C = (2/ab)[1 − sin a/a − sin b/b + (sin a + sin b)/(a + b)].

For small z, sin z/z ≈ 1 − z²/6, so A → 1/3. In C the bracket becomes

a²/6 + b²/6 − (a³ + b³)/[6(a + b)] = ab/6,

where I used a³ + b³ = (a + b)(a² − ab + b²). Thus C → 1/3, and the sum is 1, as before.

Now set b = a. The bracket in C becomes 1 − 2 sin a/a + sin a/a = 1 − sin a/a, so C = A(a). The true spectrum is 3A(a), yours is 2A(a), and the ratio is 2/3 at every frequency.

Q: And when the velocities differ?

A: For a and b both large the oscillating terms drop out, leaving A(a) → 2/a², A(b) → 2/b² and C → 2/(ab). Multiplying by a²b²/2 gives

S_sep/S → (a² + b²)/(a² + b² + ab).

The correlation survives because both pulses start at the same instant. Their starting steps add to a step of height proportional to 1/a + 1/b, which contributes (1/a + 1/b)² to the power. The end steps come at times that vary with u. Their phases average out, and they contribute 1/a² + 1/b². The sum reproduces the three limits above. Your picture improves here if one carrier is much faster than the other, since ab is then small compared with a² + b². The approach is slow: the ratio is 0.77 for velocities differing threefold and 0.91 for tenfold.

Q: My dark current comes from traps. Does 2qI apply to that too?

A: Not in general. A trap emits an electron, waits, emits a hole, waits, and so on. The two births are not simultaneous. Let e_n be the electron emission rate of a filled trap, e_p the hole emission rate of an empty one, and s = e_n + e_p. Neglect recapture. The probability p that the trap is filled obeys

dp/dt = e_p(1 − p) − e_n p = e_p − sp.

In the steady state p = e_p/s, and electrons and holes are each emitted at rate r = e_n e_p/s.

Just after an electron emission the trap is empty, so p(t) = (e_p/s)[1 − exp(−st)]. The later emission rates are

electron after electron: e_n p = r[1 − exp(−st)]
hole after electron: e_p(1 − p) = r + (e_p²/s)exp(−st).

By exchanging the roles of the carriers,

hole after hole: r[1 − exp(−st)]
electron after hole: r + (e_n²/s)exp(−st).

Subtracting the mean rate r and multiplying by the rate r of the first event gives the covariances. For equal carriers this is rδ(τ) − r²exp(−s|τ|), where the delta function is each event with itself. The transform of exp(−s|τ|) is 2s/(s² + ω²), so the transform is rF, with

F = 1 − 2rs/(s² + ω²) = 1 − 2e_n e_p/(s² + ω²).

For unlike carriers, the two time orders each supply half of the exponential's range. The real part of the transform is rG, with

G = [(e_p² + e_n²)/s] · s/(s² + ω²) = (e_n² + e_p²)/(s² + ω²).

Far below the transit frequency each emission acts as an impulse of charge qu or q(1 − u). For independent traps that all share the same e_n and the same e_p, spread uniformly over the width, the factor relative to 2qI is

h = ⟨u² + (1 − u)²⟩F + 2⟨u(1 − u)⟩G = (2F + G)/3.

Simulated emissions with (e_n, e_p) = (1, 2), (1.5, 1.5) and (6, 0.8), at ω = 0.157, 3.14 and 47.1 in the same units, agreed with this formula to within 4 %.

Q: What are its limits?

A: At ω = 0 we have s² − 2e_n e_p = e_n² + e_p², so F = G and

h(0) = (e_n² + e_p²)/s² = 1/2 + (e_n − e_p)²/(2s²).

This lies between 1/2 and 1. It is 1/2 for equal rates, because alternation makes the emissions more regular than a Poisson process. It approaches 1 when one rate is much larger: the fast emission then follows the slow one almost at once, and the trap behaves as a source of true pairs.

For ω much larger than s, but still far below the transit frequency, F → 1 and G → 0. Then h = 2/3. In that band your calculation is right for trap current, because the partner emission comes too late to add coherently.

Q: Can you put numbers on my germanium-on-silicon diode?

A: Take W = 500 nm, area 100 µm², 300 K, and 2.0 V bias plus 0.3 V built in. The field is 2.3 V/500 nm = 0.046 MV/cm. With saturated velocities of 6 × 10⁶ cm/s for electrons and 5 × 10⁶ cm/s for holes, the full transits take 8.33 and 10.0 ps. Let the off-state current contain 40 nA from weak stray light, which creates true pairs, and 10 nA from midgap traps.

For the light,

S = 2qI = 2(1.602 × 10⁻¹⁹ C)(40 × 10⁻⁹ A) = 1.282 × 10⁻²⁶ A²/Hz,

or 113.2 fA/√Hz. Separate streams would give 8.545 × 10⁻²⁷ A²/Hz, or 92.4 fA/√Hz. Transit halves the true noise power at about 64 GHz, where the ratio of your result to the true one is still about 0.67.

For the traps, take equal emission rates of 4 × 10⁶ s⁻¹. The corner s/(2π) is 1.27 MHz. The factor h is 0.500 at 10 kHz and 0.667 at 1 GHz. The total noise is that of an equivalent current:

10 kHz: 40 + 0.500 × 10 = 45.0 nA, or 120.1 fA/√Hz
1 GHz: 40 + 0.667 × 10 = 46.7 nA, or 122.3 fA/√Hz.

Using 2qI for all 50 nA would give 126.6 fA/√Hz.

Q: How close is this to a real device?

A: The dimensions, velocities and currents are rough typical values, not data for one device. The weakest assumption is a uniform set of midgap traps, since defects can gather near the germanium–silicon interface and have unequal rates. As long as recapture is negligible, the trap factor still lies between 1/2 and 1 in both frequency limits, so at fixed currents the total stays between 120.1 and 126.6 fA/√Hz. Neglecting recapture fails near the contacts, however. Carriers spilling in from each contact outnumber the intrinsic density there and keep the traps filled or empty. If the built-in 0.3 V is shared equally, this edge region is about 0.15 V/(0.046 MV/cm) = 33 nm wide on each side. With uniform generation in the remaining 87 % of the width, ⟨u(1 − u)⟩ = 1/4 − 0.87²/12, and the trap factor at 1 GHz is about 0.63 instead of 0.667. This lowers the total noise power by about 1 %. The 0.3 V is low for heavily doped contacts: shared equally, it means contact densities near 7 × 10¹⁵ cm⁻³, which this field would deplete. Germanium contacts doped 10¹⁸ to 10¹⁹ cm⁻³ give 0.56 to 0.68 V, an edge region of about 50 nm and a factor of about 0.62, and the change in total power is still about 1 %. Traps inside the edge region emit and recapture repeatedly while passing little net current. If the defects gather there, their factor at 1 GHz can exceed 1, and the upper bound above no longer holds.

Low-frequency 1/f noise and excess intensity noise of the light are left out and would add to the total.

Q: Which other neglected effects matter here?

A: Absorption at 3000 cm⁻¹ leaves your factor for the light at 0.667. If all minority carriers created in a 50 nm contact layer were also collected, it would rise to 0.697, because those carriers cross the full width alone; the correct factor would remain 1. Residual doping of 10¹⁵ cm⁻³ changes the field by 12 % across the layer. Where the velocities are not fully saturated this alters the pulse shapes, but it never changes the low-frequency charge. For carriers at the lattice temperature, diffusion to the wrong contact concerns an edge region of about kT/(qFW) = 1.1 % of the width, F here being the field. Carriers born with excess energy can reach that contact from farther away.

Rough estimates give far less than one impact ionization per hole crossing and a negligible direct tunnelling current; phonon-assisted tunnelling was not estimated. Tunnelling-assisted emission could raise the trap rates by a factor of roughly 2, depending on the carrier mass. If both rates rise by 2.3, for example, the corner moves to about 2.9 MHz and the two limits of h stay put. At a charged trap the field also lowers the barrier for the carrier that the trap attracts. Rates that were equal then become unequal, by a factor of roughly 2 to 5 at this field depending on the model, and h(0) rises to between 0.56 and 0.72. Once one rate exceeds the other by more than 3.7, which a level only 17 meV from the equal-rate energy also brings about, h(0) is above 2/3 and the trap noise falls with frequency through the corner instead of rising.

Temperature matters more. If the trap current scales with the intrinsic density at a fixed gap of 0.66 eV, it grows from 10 to about 78 nA at 350 K and exceeds the light current. The gap of germanium narrows on heating, which makes the rise larger still. The load matters too: at 300 K its thermal noise equals the 1 GHz diode noise for a resistance of 1.11 MΩ. With a 50 Ω load the thermal noise power is about 22,000 times larger than the diode's. The difference between 2/3 and 1 for the light is then only about 10⁻⁵ of the total, and seeing it would take long averaging and a very stable gain. The program and its output give the remaining inputs and estimates.

Table of computed values

```
Simulated factor, true pairs: 1.003
Simulated factor, separate streams: 0.661
Simulated factor, common times, unrelated places: 1.161
Simulated mean current / qR, pairs and separate: 0.999, 1.001
Profile exp(-3u), pairs simulated: 0.998
Profile exp(-3u), separate simulated: 0.701
Profile exp(-3u), separate from formula: 0.708
Layer width: 500 nm; area: 100 um2
Bias: 2.0 V; built-in: 0.3 V; temperature: 300 K
Field: 0.046 MV/cm
Electron, hole velocity: 6.0e+06, 5.0e+06 cm/s
Full-width transit, electron, hole: 8.33, 10.00 ps
Stray-light current: 40 nA; trap current: 10 nA
Stray-light pair rate: 2.497e+11 1/s
Stray-light noise, right: 113.2 fA/sqrt(Hz)
Stray-light noise, separate: 92.4 fA/sqrt(Hz)
Stray-light S, right: 1.282e-26 A2/Hz
Stray-light S, separate: 8.545e-27 A2/Hz
Half-power frequency from transit: 64.3 GHz
Separate/right ratio at that frequency: 0.6692
Intrinsic density: 2.0e+13 cm-3; thermal speed: 2.0e+07 cm/s
Trap cross-section: 1.0e-14 cm2
Trap emission rate, each carrier: 4.00e+06 1/s
Trap corner frequency: 1.27 MHz
Trap density needed: 6.24e+14 cm-3
Trap noise factor at 10 kHz: 0.5000; at 1 GHz: 0.6667
Total noise at 10 kHz: 120.1 fA/sqrt(Hz)
Total noise at 1 GHz: 122.3 fA/sqrt(Hz)
Total noise if 2qI held for all: 126.6 fA/sqrt(Hz)
Absorption coefficient: 3000 1/cm
Separate factor with that absorption: 0.6668
Separate factor with 50 nm contact collected: 0.697
Impact ionizations per full hole crossing: 4.1e-10
Direct tunnelling exponent: 125
Direct tunnelling log10(current/A): -54
Field enhancement of trap emission: 2.26 times
Field change across layer, doping 1e15 cm-3: 12 %
Wrong-contact diffusion length / width: 1.1 %
Mean number of carriers in flight: 2.86
Trap current at 350 K: 78 nA
Load with equal thermal noise (1 GHz value): 1.11 Mohm
```
